# Why lithium slows and chromium speeds the lattice-diffusion oxidation of nickel

In a model of nickel oxidizing at 1473 K in 1 atm of oxygen, the NiO scale is 90 µm thick after 100 h. Replace one cation in a thousand by chromium and it is 259 µm thick; replace the same fraction by lithium and it is 21 µm thick. A tenth of a percent of dopant blocks too few sites to matter, and in the model the dopant does not move, so it carries no current. It acts through charge: it changes how many nickel vacancies the oxide holds.

## 1. The setting

NiO takes up oxygen by adding lattice sites. The new oxygen ions need cations beside them, and the missing cations are nickel vacancies. A vacancy on a Ni$^{2+}$ site has effective charge $-2$, balanced in the pure oxide by two holes:

$$\tfrac12\mathrm{O_2}\rightleftharpoons \mathrm{O_O}+V''+2h .$$

Let $v$ and $p$ be the numbers of vacancies and holes per cation site, and $P$ the oxygen pressure in atm. For dilute defects, mass action reads

$$v\,p^2=K P^{1/2}. \tag{1}$$

On a Ni$^{2+}$ site, Cr$^{3+}$ has effective charge $+1$ (a donor) and Li$^{+}$ has effective charge $-1$ (an acceptor). With $A=[\mathrm{Cr}]-[\mathrm{Li}]$, neutrality requires

$$p+A=2v. \tag{2}$$

The dopant is taken as dissolved, uniform and immobile in the scale, with no separate chromium-rich oxide. Temperature, both interface pressures and the vacancy diffusivity $D_V$ are held fixed when doped and pure scales are compared.

## 2. First contribution: the vacancy population

Differentiate the logarithm of (1) at fixed $P$, using $dp=2\,dv-dA$ from (2):

$$\frac{dv}{v}+\frac{2(2\,dv-dA)}{p}=0 .$$

Multiplying by $pv$ gives $(p+4v)\,dv=2v\,dA$, so

$$\frac{dv}{dA}=\frac{2v}{p+4v}>0,\qquad \frac{dp}{dA}=2\frac{dv}{dA}-1=-\frac{p}{p+4v}<0. \tag{3}$$

The signs hold at every doping level within this model. Donors raise $v$ and lower $p$; acceptors do the reverse.

In pure NiO, $p=2v$, and both derivatives have magnitude $1/3$. A trace chromium ion brings one positive charge. One third of a new vacancy compensates $2/3$ of it, and the loss of one third of a hole compensates the rest. Lithium, being negative, needs additional holes. By (1), more holes at the same oxygen pressure mean fewer vacancies.

Three limits give the straight lines of the Brouwer diagram, in which $\ln v$ and $\ln p$ are plotted against $\ln P$.

- **Pure oxide.** With $p=2v$, (1) becomes $4v^3=KP^{1/2}$, so $v=(K/4)^{1/3}P^{1/6}$.
- **Lithium-controlled.** If $[\mathrm{Li}]\gg 2v$, then $p\approx[\mathrm{Li}]$ and $v\approx KP^{1/2}/[\mathrm{Li}]^2$.
- **Chromium-controlled.** If $[\mathrm{Cr}]\gg p$, then $v\approx[\mathrm{Cr}]/2$ and $p\approx(2K/[\mathrm{Cr}])^{1/2}P^{1/4}$.

For the example, $v=2\times10^{-4}$ in pure NiO at 1 atm, so $K=4v^3=3.2\times10^{-11}$. At the metal, $P=2\times10^{-8}$ atm. The vacancy fractions are:

| Scale | Outer face | Inner face |
|---|---|---|
| Pure | $2.00\times10^{-4}$ | $1.04\times10^{-5}$ |
| Li, $10^{-3}$ | $2.86\times10^{-5}$ | $4.5\times10^{-9}$ |
| Cr, $10^{-3}$ | $6.14\times10^{-4}$ | $5.02\times10^{-4}$ |

In relative terms, doping changes the vacancy fraction most near the metal, where the pure oxide has few native defects. Chromium multiplies the vacancy fraction by 3 at the outer face and by 48 at the inner one. Lithium divides it by 7 and by about 2300.

## 3. Second contribution: the drive and the electric field

A larger vacancy population need not mean faster growth, since the vacancy fraction differs less between the faces of the chromium-doped scale (by $1.1\times10^{-4}$) than between those of the pure one (by $1.9\times10^{-4}$). The field must therefore be treated explicitly.

Let $x$ run from the metal outward, and let $\phi$ be the electric potential in units of $k_BT/e$. Primes on $v$, $p$ and $\phi$ denote $d/dx$. With fluxes counted in site fraction times velocity,

$$J_V=-D_V(v'-2v\phi'),\qquad J_h=-D_h(p'+p\phi').$$

No net current flows through the scale, so $-2J_V+J_h=0$. Inserting the fluxes in $J_h=2J_V$ and collecting $\phi'$ gives

$$\phi'=\frac{2D_Vv'-D_hp'}{D_hp+4D_Vv}.$$

Substitute this in the vacancy flux. The terms $4D_Vvv'$ cancel:

$$v'-2v\phi'=\frac{D_h(pv'+2vp')}{D_hp+4D_Vv}
=t_h\,v\left(\frac{v'}{v}+\frac{2p'}{p}\right),\qquad t_h=\frac{D_hp}{D_hp+4D_Vv}.$$

Here $t_h$ is the fraction of the conductivity due to holes; the 4 is the square of the vacancy charge. Local equilibrium (1) turns the bracket into $\tfrac12\,d\ln P/dx$, and

$$J_V=-\tfrac12D_V\,v\,t_h\frac{d\ln P}{dx}. \tag{4}$$

The minus sign says that vacancies move inward and nickel moves outward. The total drive is the difference in $\ln P$ between the faces, which is the same for all three scales. In the chromium-doped scale this drive reaches the vacancies mainly as an electric field, set up by the gradient of the fast holes. The vacancy profile can be almost flat and the flux still large.

Each nickel ion that reaches the outer face builds one NiO unit, so the thickness obeys $dX/dt=|J_V|$. The vacancy content is small, so its slow change inside the scale is neglected and $|J_V|$ is uniform in $x$. Integrating (4) across the scale gives

$$X\frac{dX}{dt}=\frac{D_V}{2}\int_{P_i}^{P_o}v\,t_h\,d\ln P .$$

With $X=0$ at $t=0$, this means $X^2=k_pt$, where

$$k_p=D_V\int_{P_i}^{P_o}v\,t_h\,d\ln P. \tag{5}$$

The subscripts $i$ and $o$ denote the inner and outer faces. When holes are fast, $t_h\approx1$, and (3) settles the question: chromium raises the integrand at every $P$, and lithium lowers it.

Uniform doping is not essential to the sign. If the dopant stays immobile but its level varies through the scale, (4) still holds locally. With fast holes, chromium raises $v$ at the local $P$ wherever it is present. This gives a larger integral, and hence faster growth at a given thickness. The size does depend on the distribution. New oxide forms at the gas side, which a strictly immobile dopant coming from the metal cannot reach, so uniform doping is an idealization. If chromium at $10^{-3}$ fills only the inner quarter, half or three quarters of the scale, the undoped outer layer limits the flux, and the rate rises by 1.3, 2.0 or 3.6 instead of 8.2.

## 4. Weighing the two terms of the rate

For $t_h=1$ and uniform doping the integral can be done in closed form. From (1), $d\ln P=2\,d\ln v+4\,d\ln p$, hence

$$v\,d\ln P=2\,dv+\frac{4v}{p}\,dp .$$

Equation (2) gives $4v=2(p+A)$, so the last term is $2\,dp+2A\,d\ln p$. At constant $A$, $dp=2\,dv$, and the sum is $6\,dv+2A\,d\ln p$. Therefore

$$k_p=D_V\left[6(v_o-v_i)+2A\ln\frac{p_o}{p_i}\right]. \tag{6}$$

The first term measures the difference in vacancy fraction across the scale. The second carries the sign of the doping. With $D_V=2\times10^{-7}$ cm²/s, they weigh as follows.

**Pure.** The second term is absent:
$$k_p=2\times10^{-7}\times6\,(2.0000-0.1042)\times10^{-4}=2.27\times10^{-10}\ \text{cm²/s}.$$

**Chromium.** The first term is $6(6.141-5.015)\times10^{-4}=6.8\times10^{-4}$, smaller than the pure value of $1.14\times10^{-3}$. The second is $2\times10^{-3}\ln(2.283\times10^{-4}/3.004\times10^{-6})=8.66\times10^{-3}$. Together they give $k_p=1.87\times10^{-9}$ cm²/s, a factor of 8.2 above pure NiO. The second term supplies 93% of it.

**Lithium.** The first term is $6\times2.862\times10^{-5}=1.717\times10^{-4}$. By (2), $p_o=1.0573\times10^{-3}$ and $p_i=1.0000\times10^{-3}$, so the second term is $-2\times10^{-3}\ln1.0573=-1.11\times10^{-4}$. It cancels about two thirds of the first. The result is $k_p=1.21\times10^{-11}$ cm²/s, or 0.053 of the pure value.

Thickness goes as the square root of $k_p$, so these factors of 8.2 and 0.053 become 2.9 and 0.23 in thickness.

### Heavy doping

For lithium, write $p=|A|+2v$ and expand the logarithm for $2v\ll|A|$:

$$2|A|\ln\left(1+\frac{2v}{|A|}\right)\approx4v-\frac{4v^2}{|A|}.$$

To leading order $k_p\approx(6-4)D_V(v_o-v_i)=2D_V(v_o-v_i)$. The slowing thus has two parts. The difference $v_o-v_i$ is 0.151 of its pure value, and the prefactor falls from 6 to 2 because $v$ drops more steeply toward the metal, as $P^{1/2}$ instead of $P^{1/6}$. Their product is 0.050. The quadratic term accounts for the remaining difference from 0.053.

For chromium, $v\approx[\mathrm{Cr}]/2$ in (5) gives

$$k_p\approx D_V\frac{[\mathrm{Cr}]}2\ln\frac{P_o}{P_i}=2\times10^{-7}\times5\times10^{-4}\times17.73=1.77\times10^{-9}\ \text{cm²/s}.$$

This is 5% below the full result because it omits the vacancies that balance the remaining holes.

The limits also differ in their response to the outer pressure. When $v_i\ll v_o$, $k_p$ varies as $P_o^{1/6}$ in pure NiO and as $P_o^{1/2}$ under lithium control. Under chromium control the dependence is logarithmic.

### Trace doping

When $|A|$ is far below the smallest hole fraction in the pure scale, $dv/dA=1/3$ throughout, and (5) gives

$$\frac{dk_p}{dA}=\frac{D_V}{3}\ln\frac{P_o}{P_i}=1.18\times10^{-6}\ \text{cm²/s}.$$

Equal traces of Cr and Li then shift the rate by equal and opposite amounts. At a dopant fraction of $10^{-5}$ the predicted shift is 5.2%; the full model gives $+5.3\%$ and $-5.1\%$. At $10^{-4}$, well above the inner hole fraction of $2.1\times10^{-5}$, the symmetry has gone: the shifts are $+60\%$ and $-37\%$.

## 5. The condition on the holes

The argument needs vacancies, not holes, to limit the transport. If instead $D_hp\ll4D_Vv$, then $t_h\approx D_hp/(4D_Vv)$, and the integrand of (5) becomes

$$v\,t_h\approx\frac{D_h}{4D_V}\,p .$$

The rate now follows the hole population, which doping shifts the other way. Setting $D_h/D_V=10^{-4}$ artificially, with all else unchanged, and keeping the full $t_h$, gives rate ratios to pure NiO of 0.42 for chromium and 6.2 for lithium. Both effects have reversed.

The example is far from that situation. A hole mobility of 0.3 cm²/Vs corresponds to $D_h=0.038$ cm²/s, about $2\times10^5$ times $D_V$. The most demanding place is the inner face of the chromium-doped scale, where holes are scarce; even there $t_h=0.9965$.

## 6. Weighing what the ideal model leaves out

Each effect below is added alone, and each ratio is taken to pure NiO treated in the same way. The ideal ratios are 0.053 for Li and 8.2 for Cr.

| Added effect | Li | Cr |
|---|---|---|
| Finite hole conductivity | 0.053 | 8.2 |
| Thermal electrons, 3 eV gap | 0.053 | 8.2 |
| Vacancy–hole pairs, half / full | 0.058 / 0.087 | 8.5 / 10.8 |
| Dopant pairs, half / full | 0.059 / 0.079 | 6.5 / 1.7 |
| Debye–Hückel screening | 0.10 | 10.3 |
| Grain boundaries | 0.21 | 7.0 |

"Full" pair energies are those of point charges on neighbouring cation sites in a medium of relative permittivity 12: 0.41 eV for Li–hole pairs and 0.81 eV for Cr–vacancy and vacancy–hole pairs. "Half" uses half of each. These energies set a scale; they are not calculated binding energies of NiO. Each vacancy binds at most one hole (allowing a second, with point-charge energies, moves the full entries to 0.105 and 11.1). Vacancy–hole pairs are taken to diffuse like free vacancies, and $K$ is adjusted so that the total vacancy fraction of pure NiO at 1 atm stays at $2\times10^{-4}$.

**Chromium–vacancy pairs** are, among the effects in the table, the main threat to the acceleration. Let $c$ be the fraction of sites holding chromium with a bound vacancy. The pair has charge $-1$, so neutrality reads

$$p+([\mathrm{Cr}]-c)=2v+c,\qquad\text{or}\qquad p+[\mathrm{Cr}]=2(v+c).$$

The total vacancy content $v+c$ takes the place of $v$ in (2), but bound vacancies are here taken as immobile. Pair equilibrium, $c=\kappa v([\mathrm{Cr}]-c)$, gives $c=\kappa v[\mathrm{Cr}]/(1+\kappa v)$. The neutrality condition for the free vacancies is then

$$p+[\mathrm{Cr}]\,\frac{1-\kappa v}{1+\kappa v}=2v .$$

When $\kappa v>1$, chromium acts on the free vacancies as an acceptor. With 12 neighbouring sites and the full energy, $\kappa=12\exp(0.812/0.1269)\approx7200$. At the pure vacancy fraction, $\kappa v$ is about 1.4 at the outer face and 0.08 at the inner one. Free vacancies therefore decrease near the gas and increase near the metal, and the net gain is a factor of 1.7. This factor is sensitive to the pair energy: a permittivity of 13, 11 or 10 instead of 12 gives 2.4, 1.2 or 0.73. With immobile pairs, chromium slows growth once the binding exceeds about 0.92 eV, well before $\kappa v$ exceeds 1 throughout the pure scale (1.14 eV). Vacancy–hole binding works the other way: with both pairings at full energy, $\kappa v$ at the outer face of the pure scale is 0.49, free vacancies increase there, and the gain is 2.6.

**Grain boundaries** weaken the lithium effect most among the effects in the table. For grains of 10 µm, boundaries 1 nm wide and a boundary-to-lattice diffusivity ratio of 1000, the parallel path adds $2\times(1/10^4)\times1000=0.2$ of the pure lattice rate. If doping leaves this path unchanged, the lithium ratio becomes $(0.053+0.2)/(1+0.2)=0.21$. A slow lattice leaves the boundaries to carry most of the nickel. The ratio of 1000 is illustrative and may be low: nickel tracer data for NiO extrapolated to this temperature suggest several thousand. A ratio of 6400 would add about 1.3 of the pure lattice rate and give 0.58 for lithium and 4.2 for chromium.

**Screening** lowers the activity coefficients of charged defects where defects are numerous. With the dopant ions counted among the screening charges, as in the table, this partly offsets the suppression of vacancies by lithium and nearly doubles that ratio. If the immobile dopant is left out of the screening, the ratios are 0.060 and 10.2. The lithium-doped rate then falls by 7%, and its ratio rises only because the pure rate falls by 18%. Debye–Hückel theory is crude at such defect concentrations, so this entry is an estimate of size.

## 7. The model beside real nickel

The vacancy fraction, diffusivity, mobility and inner pressure are rough typical values for NiO near 1200 °C, not fitted data. Grain-boundary transport usually has a lower activation energy than lattice transport, so its share grows as the temperature falls; in the estimate above, even a boundary path worth 20% of the pure lattice rate changes the lithium ratio fourfold. Dopants may also redistribute within the scale, and lithium may evaporate, neither of which is sized here. The model also omits oxygen vacancies, which become more numerous as lithium removes nickel vacancies; if they form easily enough, they carry part of the growth and weaken the lithium effect. Nor does the chromium result extend to alloys with enough chromium to form a continuous Cr$_2$O$_3$ layer. Growth is then controlled by transport through a different oxide, and chromium protects the metal. The acceleration belongs to chromium dissolved in NiO, with fast holes and enough vacancies left unbound. The numerical output below gives the defect fractions and rates in full.

## Computed values

```
temperature 1473 K, kT 0.1269 eV
oxygen pressure outer 1.0 atm, inner 2.0e-08 atm
ln(P_out/P_in) 17.728
pure vacancy fraction at 1 atm 2.0e-04, K 3.20e-11
D_V 2.0e-07 cm2/s, hole mobility 0.3 cm2/Vs, D_h 0.0381 cm2/s
dopant fraction 1.0e-03 per cation site
pure outer: v 2.000e-04, p 4.000e-04 per site, dv/dA 3.333e-01
pure inner: v 1.042e-05, p 2.084e-05 per site, dv/dA 3.333e-01
Li outer: v 2.863e-05, p 1.057e-03 per site, dv/dA 4.886e-02
Li inner: v 4.525e-09, p 1.000e-03 per site, dv/dA 9.051e-06
Cr outer: v 6.141e-04, p 2.283e-04 per site, dv/dA 4.575e-01
Cr inner: v 5.015e-04, p 3.004e-06 per site, dv/dA 4.993e-01
pure inner slopes vs ln P: v 0.1667, p 0.1667
Li inner slopes vs ln P: v 0.5000, p 0.0000
Cr inner slopes vs ln P: v 0.0007, p 0.2496
pure: k_p 2.275e-10 cm2/s, ratio to pure 1.0000, thickness at 100 h 90.5 um
Li: k_p 1.208e-11 cm2/s, ratio to pure 0.0531, thickness at 100 h 20.9 um
Cr: k_p 1.867e-09 cm2/s, ratio to pure 8.2085, thickness at 100 h 259.3 um
Cr-limit k_p 1.773e-09 cm2/s
Li-limit k_p 1.145e-11 cm2/s
trace slope dk_p/dA: Cr 1.182e-06, Li 1.182e-06 cm2/s
dopant 1e-05: k_p ratio Li 0.9495, Cr 1.0532
dopant 1e-04: k_p ratio Li 0.6271, Cr 1.6009
dopant 1e-03: k_p ratio Li 0.0531, Cr 8.2085
slow-hole control (D_h/D_V = 1e-4): ratio Li 6.197, Cr 0.416
Cr inner face: hole transference number 0.99650
relative permittivity 12, lattice 0.418 nm, electron gap 3.0 eV
full pair energy: Li-hole 0.406 eV, Cr-vacancy and vacancy-hole 0.812 eV
grain 10 um, boundary 1 nm, diffusivity ratio 1000
boundary/lattice rate in pure NiO 0.200
ideal model: k_p ratio Li 0.0531, Cr 8.2085
finite hole conductivity: k_p ratio Li 0.0531, Cr 8.2023
thermal electrons: k_p ratio Li 0.0533, Cr 8.2121
vacancy-hole pairs, half: k_p ratio Li 0.0581, Cr 8.5023
dopant pairs, half: k_p ratio Li 0.0589, Cr 6.5450
vacancy-hole pairs, full: k_p ratio Li 0.0871, Cr 10.7921
dopant pairs, full: k_p ratio Li 0.0790, Cr 1.7440
Debye-Hueckel screening: k_p ratio Li 0.1030, Cr 10.3449
undoped-like grain boundaries: k_p ratio Li 0.2109, Cr 7.0070
```
